Twenty electrons and the a2u lone pair of cubic [Y(CO)8]⁻

**Problem**

In the ion [Y(CO)8]⁻ the yttrium atom sits at the centre of a regular cube. A carbon atom sits at each vertex, and each CO lies on the line through Y with its carbon end towards the metal. The state considered is the closed-shell singlet with full cubic symmetry (point group Oh). Count the valence electrons. Decide how many of them occupy levels that contain an s, p or d orbital of the metal, and say whether the eighteen-electron rule is broken.

Conventions: Y is counted as a neutral atom with three valence electrons, the ionic charge adds one, and each CO gives the two electrons of its carbon lone pair, the 5σ orbital. The axes x, y, z pass through the face centres of the cube. A "partner" of a ligand combination is a metal orbital with which it has a nonzero overlap.

**A tempting solution**

The count is

3 + 1 + 8·2 = 20.

The metal has nine valence orbitals: one s, three p and five d. Eight lone pairs point at it. Each lone pair needs one metal orbital to bond with, so eight metal orbitals are used and one is left over. This gives eight bonding levels, one nonbonding metal level and eight antibonding levels, 17 in all. The bonding and nonbonding levels hold

2·(8 + 1) = 18 electrons.

The last two of the twenty must then go into a metal–ligand antibonding level. By this argument the ion breaks the rule and pays for it with a weakened metal–carbon bond.

**Where it fails**

The electron count is right. The fault is in the sentence "each lone pair needs one metal orbital, so eight metal orbitals are used". Eight ligands define eight independent lone-pair combinations. It does not follow that nine metal orbitals can distinguish all eight. The overlaps form a table of nine rows (metal orbitals) and eight columns (ligands), and the number of bonding levels made with the metal is the rank of that table. The rank can be less than eight, and the geometry decides it.

**Overlap of one lone pair with a metal orbital**

Let n be the unit vector from Y to one carbon. The 5σ orbital is cylindrically symmetric about n. Take a metal orbital with real angular part Y_lm, and expand it in the real harmonics Y′_lm′ that are defined with n as their polar axis:

Y_lm = Σ_m′ a_m′ Y′_lm′.

The terms with m′ ≠ 0 change sign around the axis n in such a way that their overlap with a cylindrically symmetric orbital integrates to zero. Only a_0 matters. To find it, evaluate the expansion in the direction n itself. There all Y′_lm′ with m′ ≠ 0 vanish, and Y′_l0 = √((2l+1)/4π). Hence

a_0 = √(4π/(2l+1)) Y_lm(n) ≡ F_lm(n).

If s_l is the overlap for a ligand on the polar axis of the m = 0 orbital, the overlap for a ligand in direction n is

S_lm(n) = s_l F_lm(n).

All radial detail is in s_l, which is the same for all eight ligands. On the unit sphere the functions F are

s: 1
p: x, y, z
d (t2g): √3 xy, √3 yz, √3 zx
d (eg): (3z² − 1)/2, (√3/2)(x² − y²).

**The cube**

Write the vertices as n = (a, b, c)/√3, where each of a, b, c is +1 or −1. Inserting this gives

s: 1
p: a/√3, b/√3, c/√3
t2g: ab/√3, bc/√3, ca/√3
eg: (3·⅓ − 1)/2 = 0 and (√3/2)(⅓ − ⅓) = 0.

Both eg orbitals have nodes along all eight cube diagonals, so no lone pair overlaps with them. The other seven metal orbitals see the sign patterns 1, a, b, c, ab, bc, ca.

There is one more product of signs, abc. These eight patterns are mutually orthogonal. The product of two different patterns is again a product of signs in which at least one of a, b, c appears to an odd power, because a² = b² = c² = 1. Summed over the vertices, that sign takes the values +1 and −1 equally often, so the sum is zero. Eight orthogonal patterns on eight vertices are a complete set. The table of overlaps therefore has rank seven, and the missing combination is

φ = N Σ_i a_i b_i c_i χ_i,

where χ_i is the lone pair on vertex i and N normalizes φ. Neighbouring carbons along a cube edge carry opposite signs. The overlap of φ with any s, p or d orbital is proportional to the sum of abc times one of the seven patterns, or times zero for eg, and it vanishes. This holds for any Y–C distance and any radial functions, as long as the geometry is the cube.

The first metal function with the right signs has l = 3. For xyz the sum over vertices is

Σ abc · abc/(3√3) = 8/(3√3) = 1.5396.

The correct statement is therefore "no s, p or d partner", and not "no interaction with anything".

**The symmetry labels**

The same result follows from characters. The character of the eight lone pairs under an operation is the number of vertices it leaves in place: 8 for the identity, 2 for each of the eight threefold rotations, 4 for each of the six diagonal mirror planes, and 0 for all other operations of the 48. The function xyz belongs to a2u. It has character +1 under the identity, the threefold rotations and the diagonal mirrors. So a2u occurs

(8·1 + 8·2·1 + 6·4·1)/48 = 1 time.

For eg the characters under the same three classes are 2, −1 and 0, which gives

(8·2 − 8·2·1 + 0)/48 = 0.

In the same way a1g, t1u and t2g each occur once:

lone pairs: a1g + t1u + t2g + a2u
metal s, p, d: a1g + t1u + (eg + t2g).

The empty π* orbitals of CO must be checked too, since they could in principle give a2u another outlet. There are two per ligand, perpendicular to the Y–C axis. Their character is 16 for the identity. It is 2·(−1) = −2 for a threefold rotation, since two perpendicular vectors rotated by 120° have trace −1. It is zero for a diagonal mirror, where one vector keeps its sign and the other changes it. Hence

a2u: (16 − 8·2)/48 = 0
eg: (16·2 + 8·2)/48 = 1.

The a2u pair has no π* partner. The eg pair has one, so metal electrons in eg can be donated back to CO.

**Which levels are filled**

Symmetry tells us which orbitals mix; the filling also needs an energy argument. Take a metal orbital of energy E_M and a ligand combination of lower energy E_L, both normalized, with overlap S and coupling H. The two levels are the roots of

D(E) = (E_M − E)(E_L − E) − (H − ES)² = 0.

At E = E_M and at E = E_L the first term vanishes, so D ≤ 0. For large |E|, D approaches (1 − S²)E², which is positive. One root therefore lies at or above E_M and the other at or below E_L. Mixing with filled lone pairs pushes the metal a1g, t1u and t2g levels up. The eg level has no lone-pair partner and stays where it is.

If the upward shifts are large enough to leave eg lowest among the metal levels, the twenty electrons fill

a1g² t1u⁶ t2g⁶ a2u² eg⁴.

The levels with a metal s, p or d orbital hold

2 + 6 + 6 + 4 = 18 electrons,

and a2u holds the other two. No antibonding metal–ligand level is occupied. The eighteen-electron rule asks that the nine bonding and nonbonding levels containing metal valence orbitals be full and the antibonding ones empty, and that is the case here. The extra pair belongs to the cage of ligands and is outside what the rule counts.

**Worked example**

The condition on the shifts is examined for round distances, Y–C 2.60 Å and C–O 1.14 Å. The 5σ orbital is that of free CO at the Hartree–Fock/6-31G level, with energy −15.02 eV. The shapes of Y 5s, 5p and 4d are the lowest empty Hartree–Fock orbitals of Y³⁺. They are more compact than those of a less charged atom. The levels come from the extended Hückel method, in which the coupling of orbitals i and j is

H_ij = 1.75 S_ij (E_i + E_j)/2.

The metal energies are round model values: 5s −7.0 eV, 4d −6.0 eV, 5p −4.0 eV. With 5s placed 1 eV below 4d, the filling of eg is not guaranteed in advance: the a1g level must rise by more than 1 eV. The resulting levels in eV are

a1g: −16.97 (bonding), +7.73 (antibonding)
t1u: −15.59, +4.24
t2g: −14.58, −2.75
a2u: −13.03
eg: −6.00.

The antibonding a1g level rises by 7.73 + 7.0 = 14.7 eV, far more than the 1 eV needed. Twenty electrons fill the levels up to eg, and the next level, antibonding t2g, is 6.00 − 2.75 = 3.25 eV higher. Counting the filled levels by their metal content gives 18 electrons with s, p or d character and 2 without. The large positive energies come from large overlaps in a method without self-consistency. The energies also depend on the basis: with the larger def2-TZVP set on all atoms the a2u level moves from −13.03 to −12.20 eV, the gap above eg from 3.25 to 3.41 eV, the bonding a1g level from −16.97 to −17.82 eV, and the antibonding a1g and t1u levels to between 8.5 and 9.2 eV. The model supports the placing of eg below the antibonding levels, but its energies should not be read as a spectrum.

The a2u level lies 2.0 eV above the free 5σ energy although it does not mix with the metal. The cause is overlap between ligands. Let S_e, S_f and S_b be the overlaps of two lone pairs across an edge, a face diagonal and a body diagonal. Moving from a vertex to such a neighbour flips one, two or three signs, so abc is multiplied by −1, +1 or −1. There are three edge, three face and one body neighbour, and the net overlap is

σ = −3S_e + 3S_f − S_b.

With the coupling 1.75 S E between equal orbitals of energy E = −15.02 eV, the level is

E(a2u) = E (1 + 1.75σ)/(1 + σ).

Setting this equal to −13.03 eV and solving for σ:

−13.03 − 13.03σ = −15.02 − 26.29σ
σ = −1.99/13.26 = −0.15.

The negative sign means that the combination is antibonding between neighbouring carbons. For the t2g pattern ab the same counting gives −S_e − S_f + S_b. The overlaps in this basis are S_e = 0.0542, S_f = 0.0043 and S_b = 0.0004. They reproduce σ = −0.150 for a2u and give −0.058 for t2g, and the ligand level before mixing with the metal is

−15.02·(1 − 0.102)/(1 − 0.058) = −14.3 eV.

This explains why the bonding t2g level, at −14.58 eV, lies above the free lone pair even though the metal stabilizes it.

**Back-donation**

The example leaves π* out of the energies. To see in which direction this acts, note that the π part of a d orbital at a ligand is measured by its tangential slope there. Near its axis, the m = 1 function √3 xz has slope √3, so the weight of π character is |∇F|²/3, with the radial part of the gradient removed.

For √3 xy at (1,1,1)/√3 the gradient is (1, 1, 0). Its squared length is 2 and its radial component is 2/√3, so the weight is (2 − 4/3)/3 = 2/9. For (3z² − r²)/2 the gradient is (−1, −1, 2)/√3. It has squared length 2 and no radial component, so the weight is 2/3.

An eg orbital therefore has three times the summed squared π* overlap of a t2g orbital; the computed ratio is 3.0000. Expressed as the fraction of a 4d orbital that the π* set can describe, the numbers are 0.096 for eg and 0.039 for t2g. That ratio is 2.4, not 3, because the π* orbitals also overlap with one another. These fractions depend on the basis: with def2-TZVP on all atoms they are 0.142 and 0.079, a ratio of 1.8. If π* lies above the 4d levels, as in this model (+3.8 eV for free CO at the Hartree–Fock level against −6.0 eV), this mixing lowers eg, and the overlaps suggest that it lowers eg more than t2g. The filled π orbitals of CO, also left out of the example, have an eg combination too. They lie below the 4d levels and push eg up, so the net shift of eg is not settled by the π* overlaps alone.

**The f functions are not negligible in overlap**

The fraction of each lone-pair combination that the Y basis functions can describe is 0.59 for a1g (s), 0.39 for t1u (p) and 0.42 for t2g (d). For a2u it is zero in s, p and d, but 0.39 in the f part of the Y basis, which is the def2-SVP set with an added f function of Gaussian exponent 0.5. The set already contains one f function of exponent 0.265, so the f part has two radial functions. That is as large as the p value, but the agreement depends on the exponent chosen: the f fraction is 0.56 for an exponent of 0.3 and 0.27 for 1.0. The other fractions depend on the basis too: with def2-TZVP on all atoms they are 0.64 for a1g (s), 0.52 for t1u (p) and 0.47 for t2g (d), and the single f function of that set describes 0.23 of a2u. All these fractions measure overlap in space, not electron transfer, and the f part consists of basis functions centred on Y, not of an atomic 4f orbital. Yttrium has no low-lying f valence shell, which is why f is left out of the count. How much f character a self-consistent a2u orbital would have is not settled by these numbers.

**When the tempting solution becomes right**

Rotate the upper face of the cube against the lower one by an angle τ about z, each face by τ/2. A vertex that had azimuth φ now has φ ± τ/2, with the upper sign for c = +1. Before the twist cos 2φ = 0 and sin 2φ = ab, so after it

cos(2φ ± τ) = −abc sin τ
sin(2φ ± τ) = ab cos τ.

The orbital x² − y², which was half of the nonbonding eg pair, now sees exactly the pattern abc. The angular factor of its coupling to the former a2u combination, relative to that of xy with ab in the cube, is sin τ. For τ = 5° this is 0.087; with the different norms of the two ligand combinations included, the overlap ratio is 0.092. Either value gives 0.8 % when squared, as it enters a weak-mixing energy. Small vibrations of this kind therefore hardly disturb the count.

For 0 < τ < 90° the other patterns keep their partners. The s orbital still sees 1 and p_z sees c. The orbitals x and yz see two independent mixtures of a and bc:

x: a cos(τ/2) − bc sin(τ/2)
yz: bc cos(τ/2) + a sin(τ/2).

The orbitals y and zx do the same with b and ca. The rank is now eight. Only 3z² − 1 remains without a lone-pair partner, since z² = 1/3 is unchanged. In such a twisted, antiprismatic ion there are eight bonding levels and one nonbonding level, which hold 18 electrons, and the last two enter an antibonding level. At τ = 45°, the regular antiprism, xy and x² − y² are equivalent and this level is doubly degenerate (−4.29 eV in the model above), so two electrons fill only half of it. The tempting argument describes this shape. As far as the mixing between metal and lone pairs is concerned, a twenty-electron closed shell thus favours the cube. Repulsion between the ligands also depends on the twist and is not considered here.

**The real ion**

The distances used here are plausible round values, not measured ones. The counting needs the cubic shape, the closed shell and eg as the lowest metal level. The level energies also neglect self-consistency, electron correlation and spin–orbit coupling, and other spin states were not compared. Nothing here predicts the stability of the ion. The main values used above are collected in the numerical output that follows.

Computed values

```
Y-C distance: 2.60 angstrom; C-O distance: 1.14 angstrom
valence electrons from Y: 3; from charge: 1
lone-pair electrons: 16; total: 20
multiplicity of a1g: lone pairs 1, CO pi* 0
multiplicity of t1u: lone pairs 1, CO pi* 1
multiplicity of eg: lone pairs 0, CO pi* 1
multiplicity of t2g: lone pairs 1, CO pi* 1
multiplicity of a2u: lone pairs 1, CO pi* 0
independent lone-pair patterns seen by s, p, d: 7
a2u sum of c*x*y*z over vertices: 1.5396
squared projection of a1g lone pairs on Y basis: s 0.5858, p 0.0000, d 0.0000, f 0.0000
squared projection of t1u lone pairs on Y basis: s 0.0000, p 0.3938, d 0.0000, f 0.0841
squared projection of t2g lone pairs on Y basis: s 0.0000, p 0.0000, d 0.4162, f 0.0000
squared projection of a2u lone pairs on Y basis: s 0.0000, p 0.0000, d 0.0000, f 0.3896
squared projection of Y 4d on CO pi*: eg 0.0956, t2g 0.0394
ratio eg/t2g of summed squared pi* overlaps: 3.0000
free CO 5-sigma energy: -15.02 eV
model Y levels: 5s -7.0 eV, 4d -6.0 eV, 5p -4.0 eV
Wolfsberg-Helmholz factor: 1.75
a1g levels: bonding -16.97 eV, antibonding 7.73 eV
t1u levels: bonding -15.59 eV, antibonding 4.24 eV
t2g levels: bonding -14.58 eV, antibonding -2.75 eV
a2u level: -13.03 eV
eg level (highest filled): -6.00 eV
lowest empty level: -2.75 eV
electrons in filled levels with Y s, p or d content: 18
electrons in filled levels without it: 2
face twist: 5.0 degrees
relative a2u-d angular coupling after twist: 0.0872
```
